# The energy cost of removing an atom from an fcc(111) terrace: a program that tests the result

```python
"""
Result under test: with nearest-neighbour pair bonds (energy eps each) an fcc
crystal has cohesive energy Ec = 6 eps, while removing one atom from a perfect
(111) terrace costs 9 eps = 1.5 Ec. A kink atom costs Ec, and so does the mean
atom when a whole layer is stripped. A many-body model sizes the corrections.

Symbols: Ec cohesive energy (eV), eps pair-bond energy (eV), a lattice constant,
r0 nearest-neighbour distance (the length unit of the lattice code),
p, q, A, xi parameters of the second-moment many-body energy
  E_i = A sum exp(-p(r/r0-1)) - xi sqrt(sum exp(-2q(r/r0-1))),
U barrier for escape, E0 recoil energy inside, E energy of the emitted atom.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize, minimize_scalar

rng = np.random.default_rng(7)
Ec = 3.5            # eV, round value
a_nm = 0.36         # nm, round value
p, q = 11.0, 2.2    # round values
eps = Ec / 6
xi = Ec / (np.sqrt(12) * (1 - q / p))
A = xi * q / (p * np.sqrt(12))

# primitive vectors: two in the (111) plane, one to the next plane
CELL = np.array([[1, 0, 0],
                 [0.5, np.sqrt(3) / 2, 0],
                 [0.5, np.sqrt(3) / 6, np.sqrt(2 / 3)]])


def build(n, layers, bulk=False):
    """Sites, first- and second-neighbour pairs, and first-bond vectors."""
    sites = np.indices((n, n, layers)).reshape(3, -1).T
    diff = sites[None, :, :] - sites[:, None, :]
    diff[..., :2] = (diff[..., :2] + n // 2) % n - n // 2
    if bulk:
        diff[..., 2] = (diff[..., 2] + layers // 2) % layers - layers // 2
    vec = diff @ CELL
    dist = np.sqrt((vec ** 2).sum(-1))
    upper = np.triu(np.ones(dist.shape, bool), 1)
    first = np.nonzero(upper & (abs(dist - 1) < 1e-6))
    second = np.nonzero(upper & (abs(dist - np.sqrt(2)) < 1e-6))
    return sites, first, second, vec[first]


def coordination(bonds, occupied):
    i, j = bonds
    live = occupied[i] & occupied[j]
    ends = np.concatenate([i[live], j[live]])
    return np.bincount(ends, minlength=len(occupied))


def energy(bonds, occupied, model):
    """Total energy at ideal positions; isolated atoms have energy zero."""
    z = coordination(bonds, occupied)
    if model == "pair":
        return -eps * z.sum() / 2
    return (A * z - xi * np.sqrt(z)).sum()


def removal_cost(bonds, occupied, atom, model):
    after = occupied.copy()
    after[atom] = False
    return energy(bonds, after, model) - energy(bonds, occupied, model)


# ---- bulk crystal: cohesive energy from the total energy ----
sites, first, second, _ = build(6, 6, bulk=True)
full = np.ones(len(sites), bool)
z_bulk = coordination(first, full)
z2_bulk = coordination(second, full)
assert np.all(z_bulk == 12) and np.all(z2_bulk == 6)
for model in ("pair", "many"):
    assert abs(-energy(first, full, model) / len(sites) - Ec) < 1e-9


def bulk_energy(r):
    return 12 * A * np.exp(-p * (r - 1)) - xi * np.sqrt(
        12 * np.exp(-2 * q * (r - 1)))


best = minimize_scalar(bulk_energy, bounds=(0.8, 1.3), method="bounded",
                       options={"xatol": 1e-9})
assert abs(best.x - 1) < 1e-5 and abs(best.fun + Ec) < 1e-8

# ---- terrace, kink, healing and stripping at ideal positions ----
n, layers = 12, 5
sites, first, second, _ = build(n, layers)
top = layers - 1


def site(i, j, k):
    return (i * n + j) * layers + k


full = np.ones(len(sites), bool)
terrace_atom = site(5, 5, top)
z_terrace = coordination(first, full)[terrace_atom]
z2_terrace = coordination(second, full)[terrace_atom]
assert z_terrace == 9 and z2_terrace == 3

stepped = full.copy()
for i, j in itertools.product(range(n), range(n)):
    stepped[site(i, j, top)] = j < 8 or (j == 8 and i < 6)
kink_atom = site(5, 8, top)
hole = site(9, 4, top)
z_kink = coordination(first, stepped)[kink_atom]
assert z_kink == 6

terrace, kink, heal, mean_strip, last = {}, {}, {}, {}, {}
top_atoms = np.nonzero(sites[:, 2] == top)[0]
for model in ("pair", "many"):
    terrace[model] = removal_cost(first, full, terrace_atom, model)
    kink[model] = removal_cost(first, stepped, kink_atom, model)
    assert abs(kink[model] - Ec) < 1e-8
    with_hole = stepped.copy()
    with_hole[hole] = False
    healed = stepped.copy()
    healed[kink_atom] = False
    heal[model] = (energy(first, with_hole, model)
                   - energy(first, healed, model))
    assert abs(terrace[model] - heal[model] - Ec) < 1e-8
    occupied, costs = full.copy(), []
    for atom in rng.permutation(top_atoms):
        costs.append(removal_cost(first, occupied, atom, model))
        occupied[atom] = False
    mean_strip[model], last[model] = np.mean(costs), costs[-1]
    assert abs(mean_strip[model] - Ec) < 1e-8
assert abs(terrace["pair"] / Ec - 1.5) < 1e-9
assert abs(last["pair"] / Ec - 0.5) < 1e-9
assert Ec < terrace["many"] < terrace["pair"]

# ---- mean cost against coverage, over many random removal orders ----
local = {atom: m for m, atom in enumerate(top_atoms)}
lists = [[] for _ in top_atoms]
for i, j in zip(*first):
    if i in local and j in local:
        lists[local[i]].append(local[j])
        lists[local[j]].append(local[i])
neighbours = np.array(lists)
N = len(top_atoms)
orders = 4000
count = np.zeros(N)
for _ in range(orders):
    rank = rng.permutation(N)
    later = (rank[neighbours] > rank[:, None]).sum(1)
    count[rank] += later
support = z_terrace - neighbours.shape[1]
mean_bonds = support + count / orders
theta = (N - 1 - np.arange(N)) / (N - 1)
# statistical error of each mean is about 0.02 bond
assert np.max(abs(eps * mean_bonds - Ec * (0.5 + theta))) < 0.1 * eps

# ---- other faces, counted from the twelve cubic neighbour vectors ----
cubic = np.array([v for v in itertools.product((-1, 0, 1), repeat=3)
                  if np.dot(v, v) == 2])
face_bonds = {name: int((cubic @ np.array(normal) <= 0).sum())
              for name, normal in (("111", (1, 1, 1)), ("100", (1, 0, 0)),
                                   ("110", (1, 1, 0)))}
assert face_bonds["111"] == z_terrace

# ---- second neighbours: explicit bond sums against the closed ratio ----
s = 0.1
ratio_second = (z_terrace + s * z2_terrace) / (
    (z_bulk[0] + s * z2_bulk[0]) / 2)
assert abs(ratio_second - (9 + 3 * s) / (6 + 3 * s)) < 1e-12


# ---- relaxation of the many-body slab, two lowest layers held ----
def relaxed_costs(n, layers):
    sites, (i, j), _, vec = build(n, layers)
    size = len(sites)
    free = sites[:, 2] >= 2
    atom = ((n // 2) * n + n // 2) * layers + layers - 1

    def value_and_gradient(x, keep):
        u = np.zeros((size, 3))
        u[free] = x.reshape(-1, 3)
        bi, bj = i[keep], j[keep]
        v = vec[keep] + u[bj] - u[bi]
        r = np.sqrt((v ** 2).sum(1))
        rep = np.exp(-p * (r - 1))
        att = np.exp(-2 * q * (r - 1))
        rho = (np.bincount(bi, att, size) + np.bincount(bj, att, size))
        root = np.sqrt(rho)
        total = 2 * A * rep.sum() - xi * root.sum()
        slope = -2 * A * p * rep + xi * q * att * (1 / root[bi] + 1 / root[bj])
        f = (slope / r)[:, None] * v
        grad = np.stack([np.bincount(bj, f[:, c], size)
                         - np.bincount(bi, f[:, c], size)
                         for c in range(3)], axis=1)
        return total, grad[free].ravel(), r

    def relax(x, keep):
        res = minimize(lambda y: value_and_gradient(y, keep)[:2], x, jac=True,
                       method="L-BFGS-B",
                       options={"maxiter": 2000, "maxfun": 4000,
                                "ftol": 1e-15, "gtol": 1e-6, "maxcor": 20})
        total, grad, r = value_and_gradient(res.x, keep)
        assert np.max(abs(grad)) < 2e-3      # eV per r0
        assert np.max(abs(r - 1)) < 0.1      # the bond list stays valid
        return res.x, total

    every = np.ones(len(i), bool)
    cut = (i != atom) & (j != atom)
    x0 = np.zeros(3 * free.sum())
    # analytic gradient against a finite difference at a random distortion
    trial = 0.01 * rng.standard_normal(len(x0))
    direction = rng.standard_normal(len(x0))
    direction /= np.linalg.norm(direction)
    h = 1e-4
    numeric = (value_and_gradient(trial + h * direction, every)[0]
               - value_and_gradient(trial - h * direction, every)[0]) / (2 * h)
    exact = value_and_gradient(trial, every)[1] @ direction
    assert abs(numeric - exact) < 1e-3 * max(1, abs(exact))
    x_full, e_full = relax(x0, every)
    sudden = value_and_gradient(x_full, cut)[0] - e_full
    _, e_cut = relax(x_full, cut)
    return sudden, e_cut - e_full


small = relaxed_costs(6, 6)
sudden, relaxed = relaxed_costs(10, 8)
size_change = abs(relaxed - small[1])
assert size_change < 0.03
assert Ec < relaxed < sudden < 1.5 * Ec

# ---- escape over a planar barrier: sampled recoils against formulas ----
samples = 2_000_000
E_low, E_max = 1.0, 100.0
E0 = E_low / (1 - rng.random(samples))      # density proportional to 1/E0^2
cos2 = rng.random(samples)                  # flux-weighted isotropic directions
U_t = terrace["pair"]
escaped, limited = {}, {}
for U in (Ec, U_t):
    out = E0 * cos2 > U
    escaped[U] = out.mean()
    limited[U] = (out & (E0 < E_max)).mean()
    assert abs(escaped[U] / (E_low / (2 * U)) - 1) < 0.015
    assert abs(limited[U] / (E_low / (2 * U) * (1 - U / E_max) ** 2)
               - 1) < 0.015
    E_out = E0[out] - U
    for E in (0.5 * U, 2 * U, 8 * U):       # integral of 2 U E/(E+U)^3
        assert abs((E_out < E).mean() - (E / (E + U)) ** 2) < 0.006


def spectrum(E, U):
    inner = quad(lambda c: c, np.sqrt(U / (E + U)), 1)[0]
    return inner / (E + U) ** 2


peak = {}
for U in (Ec, U_t):
    peak[U] = minimize_scalar(lambda E: -spectrum(E, U), bounds=(0.01, 20),
                              method="bounded", options={"xatol": 1e-7}).x
    assert abs(peak[U] - U / 2) < 1e-3
yield_ratio_limited = (U_t / Ec) * ((1 - Ec / E_max) / (1 - U_t / E_max)) ** 2

# ---- sizes of temperature, steps and erosion for the example ----
T = 400.0
kT = const.k * T / const.e
vacancy_pair = np.exp(-(terrace["pair"] - Ec) / kT)
vacancy_many = np.exp(-(relaxed - Ec) / kT)
r0_nm = a_nm / np.sqrt(2)
miscut = 0.5
width = a_nm / np.sqrt(3) / np.tan(np.radians(miscut))
edge_fraction = r0_nm * np.sqrt(3) / 2 / width
density = 1 / (r0_nm ** 2 * np.sqrt(3) / 2) * 1e14      # per cm2
current, atoms_per_ion = 1e-3, 2.0                      # A/cm2, assumed yield
layer_time = density / (current / const.e * atoms_per_ion)

print(f"Cohesive energy (input): {Ec:.2f} eV")
print(f"Lattice constant (input): {a_nm:.2f} nm")
print(f"Many-body exponents p, q (input): {p:.1f}, {q:.1f}")
print(f"Pair-bond energy: {eps:.4f} eV")
print(f"Bonds, bulk / terrace / kink: {z_bulk[0]} / {z_terrace} / {z_kink}")
print(f"Terrace bonds in plane / below: {neighbours.shape[1]} / {support}")
print(f"Pair: terrace cost: {terrace['pair']:.3f} eV")
print(f"Pair: terrace cost / Ec: {terrace['pair'] / Ec:.4f}")
print(f"Pair: kink cost: {kink['pair']:.3f} eV")
print(f"Pair: last atom of a layer: {last['pair']:.3f} eV")
print(f"Pair: mean cost over one layer: {mean_strip['pair']:.3f} eV")
print(f"Pair: heat when a kink atom fills the hole: {heal['pair']:.3f} eV")
for name, bonds in face_bonds.items():
    print(f"Pair: ({name}) bonds, cost / Ec: {bonds}, {bonds / 6:.3f}")
print(f"Random stripping: {N} atoms, {orders} orders")
for m in (0, N // 4, N // 2, 3 * N // 4, N - 1):
    print(f"theta {theta[m]:.3f}: sampled {eps * mean_bonds[m]:.3f} eV, "
          f"law {Ec * (0.5 + theta[m]):.3f} eV")
print(f"Many-body xi: {xi:.4f} eV")
print(f"Many-body A: {A:.4f} eV")
print(f"Many-body: terrace cost, ideal sites: {terrace['many']:.3f} eV")
print(f"Many-body: same / Ec: {terrace['many'] / Ec:.3f}")
print(f"Many-body: kink cost: {kink['many']:.3f} eV")
print(f"Many-body: last atom of a layer: {last['many']:.3f} eV")
print(f"Many-body: mean cost over one layer: {mean_strip['many']:.3f} eV")
print(f"Many-body: healing heat, ideal sites: {heal['many']:.3f} eV")
print(f"Relaxed slab, sudden removal: {sudden:.3f} eV")
print(f"Relaxed slab, relaxed removal: {relaxed:.3f} eV")
print(f"Relaxed removal / Ec: {relaxed / Ec:.3f}")
print(f"Change from smaller slab: {size_change:.4f} eV")
print(f"Second neighbours, s = {s:.1f}: cost / Ec: {ratio_second:.3f}")
print(f"Spectrum peak for U = Ec: {peak[Ec]:.3f} eV")
print(f"Spectrum peak for U = terrace cost: {peak[U_t]:.3f} eV")
print(f"Yield ratio, sampled: {escaped[Ec] / escaped[U_t]:.3f}")
print(f"Yield ratio, formula: {U_t / Ec:.3f}")
print(f"Yield ratio, recoils below {E_max:.0f} eV: {yield_ratio_limited:.3f}")
print(f"Thermal energy at {T:.0f} K: {kT:.4f} eV")
print(f"Thermal vacancy fraction, pair: {vacancy_pair:.1e}")
print(f"Thermal vacancy fraction, relaxed many-body: {vacancy_many:.1e}")
print(f"Terrace width at {miscut:.1f} degree miscut: {width:.1f} nm")
print(f"Fraction of top atoms at step edges: {100 * edge_fraction:.2f} %")
print(f"Atoms per area in one layer: {density:.3e} cm^-2")
print(f"Ion current: {1e3 * current:.1f} mA/cm2")
print(f"Assumed yield: {atoms_per_ion:.1f} atoms per ion")
print(f"Time to remove one layer: {layer_time:.3f} s")
print(f"Time to remove 5 % of a layer: {1e3 * 0.05 * layer_time:.1f} ms")
print("PASS")
```

It prints:

```
Cohesive energy (input): 3.50 eV
Lattice constant (input): 0.36 nm
Many-body exponents p, q (input): 11.0, 2.2
Pair-bond energy: 0.5833 eV
Bonds, bulk / terrace / kink: 12 / 9 / 6
Terrace bonds in plane / below: 6 / 3
Pair: terrace cost: 5.250 eV
Pair: terrace cost / Ec: 1.5000
Pair: kink cost: 3.500 eV
Pair: last atom of a layer: 1.750 eV
Pair: mean cost over one layer: 3.500 eV
Pair: heat when a kink atom fills the hole: 1.750 eV
Pair: (111) bonds, cost / Ec: 9, 1.500
Pair: (100) bonds, cost / Ec: 8, 1.333
Pair: (110) bonds, cost / Ec: 7, 1.167
Random stripping: 144 atoms, 4000 orders
theta 1.000: sampled 5.250 eV, law 5.250 eV
theta 0.748: sampled 4.358 eV, law 4.369 eV
theta 0.497: sampled 3.482 eV, law 3.488 eV
theta 0.245: sampled 2.604 eV, law 2.607 eV
theta 0.000: sampled 1.750 eV, law 1.750 eV
Many-body xi: 1.2630 eV
Many-body A: 0.0729 eV
Many-body: terrace cost, ideal sites: 4.335 eV
Many-body: same / Ec: 1.239
Many-body: kink cost: 3.500 eV
Many-body: last atom of a layer: 2.365 eV
Many-body: mean cost over one layer: 3.500 eV
Many-body: healing heat, ideal sites: 0.835 eV
Relaxed slab, sudden removal: 4.325 eV
Relaxed slab, relaxed removal: 4.316 eV
Relaxed removal / Ec: 1.233
Change from smaller slab: 0.0000 eV
Second neighbours, s = 0.1: cost / Ec: 1.476
Spectrum peak for U = Ec: 1.750 eV
Spectrum peak for U = terrace cost: 2.625 eV
Yield ratio, sampled: 1.496
Yield ratio, formula: 1.500
Yield ratio, recoils below 100 eV: 1.556
Thermal energy at 400 K: 0.0345 eV
Thermal vacancy fraction, pair: 8.9e-23
Thermal vacancy fraction, relaxed many-body: 5.3e-11
Terrace width at 0.5 degree miscut: 23.8 nm
Fraction of top atoms at step edges: 0.93 %
Atoms per area in one layer: 1.782e+15 cm^-2
Ion current: 1.0 mA/cm2
Assumed yield: 2.0 atoms per ion
Time to remove one layer: 0.143 s
Time to remove 5 % of a layer: 7.1 ms
PASS
```
